\section*{Neutral dangling bonds with negative correlation energy at charge balance}

\section{Question}

A dangling bond in a nitride charge-trap layer can hold zero, one or two electrons in one orbital. The corresponding charge states are $D^+$, $D^0$ and $D^-$, with energies $E(+)$, $E(0)$ and $E(-)$, each taken after the surrounding atoms have relaxed for that charge state. Define
\begin{equation}
\varepsilon=E(0)-E(+),\qquad U=E(+)+E(-)-2E(0).
\label{eq:defs}
\end{equation}
The defects are identical, do not interact with one another, and are in thermal equilibrium at temperature $T$ with Fermi level $\mu$. The state $D^0$ has two spin orientations; $D^+$ and $D^-$ are non-degenerate. Differences in vibrational entropy between the charge states are neglected until part (d). Charge balance means that $D^+$ and $D^-$ are equally numerous. Take $U=-0.4$~eV as given; it is an assumption about the defect, not a result for silicon nitride. Energies are in eV.

\begin{enumerate}
\item[(a)] Find the neutral share $f_0$ at charge balance, and show that it is about 0.04 percent at 300~K.
\item[(b)] Find $f_0$ for any Fermi level. Show that the balance point is unique and that $f_0$ is largest there. What does a spread of $\varepsilon$ among the defects do?
\item[(c)] Derive the neutral share again for a closed set of defects, without using a Fermi level. Explain why neither $\exp(U/kT)$ nor a count that ignores spin gives the right share.
\item[(d)] Two electrons repel each other. Show with a simple lattice model how $U$ can still be negative, and why the relaxed $U$ is the one to use.
\item[(e)] Discuss the dependence on $U$ and $T$, the effect of an imposed net charge, and the conditions under which the result fails.
\end{enumerate}

\section{Answer to (a): the share at balance}

A charge state with $n$ electrons, energy $E$ and degeneracy $g$ has the grand-canonical weight $g\exp[-(E-\mu n)/kT]$. From Eq.~\eqref{eq:defs}, $E(0)=E(+)+\varepsilon$ and
\begin{equation}
E(-)=U+2E(0)-E(+)=E(+)+2\varepsilon+U .
\end{equation}
The common factor $\exp[-E(+)/kT]$ cancels from all shares, which leaves
\begin{equation}
w_+=1,\qquad w_0=2e^{-(\varepsilon-\mu)/kT},\qquad
w_-=e^{-(2\varepsilon+U-2\mu)/kT}.
\label{eq:weights}
\end{equation}
Charge balance requires $w_-=w_+=1$, so the exponent of $w_-$ must vanish:
\begin{equation}
2\varepsilon+U-2\mu^*=0\quad\Rightarrow\quad \mu^*=\varepsilon+\frac U2 .
\end{equation}
Hence $\varepsilon-\mu^*=-U/2$ and $w_0=2e^{U/2kT}$. The neutral share is
\begin{equation}
f_0=\frac{w_0}{w_++w_0+w_-}
=\frac{2e^{U/2kT}}{2+2e^{U/2kT}}
=\frac{1}{1+e^{-U/2kT}} .
\label{eq:result}
\end{equation}
The position $\varepsilon$ of the level in the gap has dropped out.

At 300~K, $kT=0.025852$~eV, so
\begin{equation}
\frac{U}{2kT}=\frac{-0.4}{2\times0.025852}=-7.736,\qquad
e^{-U/2kT}=2290,
\end{equation}
\begin{equation}
f_0=\frac{1}{1+2290}=4.36\times10^{-4}=0.044\ \text{percent}.
\end{equation}
This is the stated 0.04 percent. The remaining defects are divided equally, with 49.98 percent in each of $D^+$ and $D^-$. For a chosen defect density of $10^{19}$~cm$^{-3}$, about $4.4\times10^{15}$~cm$^{-3}$ would be neutral if the defects did not interact; part (e) explains why this is an upper bound when the defects exchange electrons with a reservoir. In this model the neutral defects are the ones with an unpaired spin, so a small density of spins does not imply a small density of defects.

Since $f_0\approx e^{U/2kT}$ here, a change of $2kT\approx0.052$~eV in $U$ changes $f_0$ by a factor of about $e$. An uncertainty of 0.05~eV in $U$ therefore already spoils the first digit of the percentage; the second digit means something only if $U$ is known to about 0.001~eV.

\section{Answer to (b): other Fermi levels}

Write $\mu=\mu^*+\delta$ and $y=\delta/kT$. Then $\varepsilon-\mu=-U/2-\delta$ and $2\varepsilon+U-2\mu=-2\delta$, and Eq.~\eqref{eq:weights} becomes
\begin{equation}
w_+=1,\qquad w_0=2e^{U/2kT}e^{y},\qquad w_-=e^{2y}.
\end{equation}
With $A=e^{-U/2kT}$,
\begin{equation}
\frac1{f_0}=1+\frac{w_++w_-}{w_0}
=1+A\,\frac{1+e^{2y}}{2e^{y}}
=1+A\cosh y .
\label{eq:offbalance}
\end{equation}
Because $\cosh y\ge1$, with equality at $y=0$ alone, the share in Eq.~\eqref{eq:result} is the largest possible for the given $U$ and $T$.

The mean charge per defect, in units of the elementary charge, is $q=f_+-f_-$. Dividing numerator and denominator by $w_0$ gives
\begin{equation}
q=\frac{(1-e^{2y})/w_0}{1+A\cosh y}
=-\frac{A\sinh y}{1+A\cosh y}.
\end{equation}
Its derivative is
\begin{align}
\frac{dq}{dy}
&=-A\,\frac{\cosh y\,(1+A\cosh y)-A\sinh^2y}{(1+A\cosh y)^2}\nonumber\\
&=-A\,\frac{\cosh y+A}{(1+A\cosh y)^2}<0,
\end{align}
where $\cosh^2y-\sinh^2y=1$ was used. The charge falls strictly as the Fermi level rises, so it passes through zero once, at $y=0$.

At balance the slope is $-A/(1+A)$, which is close to $-1$ when $A=2290$. A shift of a few $kT$ thus converts nearly all defects to one charge state. Raising $\mu$ by 0.1~eV puts 99.955 percent of them in $D^-$ and lowers the neutral share to 0.0018 percent.

Now let $\varepsilon$ vary from defect to defect, with the same $U$ for all. Each defect has its own $\delta$, and by Eq.~\eqref{eq:offbalance} none has a neutral share above Eq.~\eqref{eq:result}. The average therefore cannot exceed it either. If the distribution of $\varepsilon$ is symmetric, overall balance lies at $\mu=\bar\varepsilon+U/2$, with $\bar\varepsilon$ the centre of the distribution, because $q$ is odd in $\delta$. A Gaussian distribution with a standard deviation of 0.1~eV gives 0.013 percent, about 0.3 of the value for identical defects. This bound does not cover a spread in $U$: a defect with smaller $|U|$ can have a larger neutral share.

\section{Answer to (c): counting without a Fermi level}

Take $N$ defects holding $N$ electrons in total. If $P$ defects are $D^-$, then $P$ must be $D^+$, and $N_0=N-2P$ are neutral. Relative to the all-neutral state the energy is $PU$, since the reaction
\begin{equation}
2D^0\rightarrow D^++D^-
\end{equation}
changes the energy by $E(+)+E(-)-2E(0)=U$. The number of arrangements, including two spin choices for each neutral defect, gives the statistical weight
\begin{equation}
\Omega(P)=\frac{N!}{P!\,P!\,(N-2P)!}\,2^{N-2P}e^{-PU/kT}.
\end{equation}
Adding one more charged pair multiplies this by
\begin{equation}
\frac{\Omega(P+1)}{\Omega(P)}
=\frac{N_0(N_0-1)}{(P+1)^2}\,\frac{e^{-U/kT}}{4}.
\end{equation}
The most probable $P$ is where this ratio passes through one. For large $N_0$ and $P$ the added and subtracted ones are negligible, so with $f_0=N_0/N$ and $f_+=f_-=P/N$,
\begin{equation}
\frac{f_0^2}{f_+f_-}=4e^{U/kT}.
\label{eq:mass}
\end{equation}
This is the law of mass action for the reaction. It also follows from Eq.~\eqref{eq:weights} at any Fermi level, because $\varepsilon$ and $\mu$ cancel in $w_0^2/(w_+w_-)$. For the present values the right-hand side is $7.63\times10^{-7}$.

Inserting $f_+=f_-=(1-f_0)/2$ gives
\begin{equation}
\frac{4f_0^2}{(1-f_0)^2}=4e^{U/kT}
\quad\Rightarrow\quad
\frac{f_0}{1-f_0}=e^{U/2kT},
\end{equation}
where the positive root is taken because shares are positive. Solving for $f_0$ returns Eq.~\eqref{eq:result}. Direct summation over $P$ for 200\,000 defects also gives $4.365\times10^{-4}$. The step above needs $N_0=Nf_0\gg1$, that is $N\gg2300$ here. A small closed set behaves differently, because $N_0=N-2P$ has the parity of $N$. For odd $N$ at least one defect is neutral, so $f_0\ge1/N$. For small even $N$ the leading term has $N_0=2$ and gives $f_0\approx Ne^{U/kT}$, which is $3.8\times10^{-6}$ for $N=20$. A volume of $20\times20\times5$~nm$^3$ at $10^{19}$~cm$^{-3}$ holds only about 20 defects, so Eq.~\eqref{eq:result} does not apply to it if it is isolated from a reservoir.

The expression $\exp(U/kT)$ treats the whole reaction energy as if it belonged to one neutral defect. The reaction consumes two, so $f_0$ enters squared and the exponent for each is $U/2kT$. The incorrect estimate would be $1.9\times10^{-5}$ percent, too small by a factor of about 2300.

Ignoring spin replaces $w_0=2e^{U/2kT}$ by $e^{U/2kT}$ and gives 0.022 percent, half the correct value. The factor of two counts the two orientations of the unpaired spin; the paired electrons in $D^-$ have no such choice.

\section{Answer to (d): attraction through the lattice}

Let a dimensionless coordinate $x$ describe the displacement of the atoms near the defect, and let
\begin{equation}
E_n(x)=\varepsilon_b n+U_c\,\delta_{n,2}+Wx^2-2Wx(n-1).
\end{equation}
Here $\varepsilon_b$ is the orbital energy at $x=0$, $U_c>0$ is the repulsion of two electrons at fixed $x$, and $W>0$ sets both the stiffness and the coupling. Completing the square,
\begin{equation}
Wx^2-2Wx(n-1)=W\left[x-(n-1)\right]^2-W(n-1)^2 .
\end{equation}
The minima lie at $x=-1,0,1$ for $D^+,D^0,D^-$, with energies
\begin{equation}
E(+)=-W,\qquad E(0)=\varepsilon_b,\qquad E(-)=2\varepsilon_b+U_c-W .
\end{equation}
Therefore
\begin{equation}
U=E(+)+E(-)-2E(0)=U_c-2W .
\end{equation}
Both charged states gain the relaxation energy $W$, while the neutral state gains none. If $W>U_c/2$, two neutral defects lower their energy by becoming a charged pair. The round values $U_c=0.6$~eV and $W=0.5$~eV give $U=0.6-1.0=-0.4$~eV.

At finite temperature $x$ fluctuates. In classical statistics each charge state acquires the factor
\begin{equation}
\int_{-\infty}^{\infty}e^{-W[x-(n-1)]^2/kT}\,dx=\sqrt{\frac{\pi kT}{W}},
\end{equation}
which does not depend on $n$ and cancels from the shares. What remains is Eq.~\eqref{eq:weights} with relaxed energies. Numerical integration over $x$, followed by a search for the balance point, gives the same $f_0=4.365\times10^{-4}$.

The cancellation needs equal stiffness. If the coefficient of the squared displacement is $K_+$, $K_0$ or $K_-$, the integrals scale as $K_+^{-1/2}$, $K_0^{-1/2}$ and $K_-^{-1/2}$. The right-hand side of Eq.~\eqref{eq:mass} is then multiplied by $\sqrt{K_+K_-}/K_0$, and at balance
\begin{equation}
\frac{f_0}{1-f_0}=\left(\frac{K_+K_-}{K_0^2}\right)^{1/4}e^{U/2kT}.
\end{equation}
A softer neutral state thus has a somewhat larger share. This is the vibrational entropy neglected in parts (a) to (c), here in its classical form. That form requires vibrational quanta well below $kT$, a condition not met at 300~K by the stiff Si--N stretching vibrations, whose quanta are near 0.1~eV.

\section{Answer to (e): limits and conditions}

\paragraph{Sign of $U$.} Equation~\eqref{eq:result} obeys
\begin{equation}
f_0(U)+f_0(-U)=\frac1{1+A}+\frac1{1+A^{-1}}=\frac{1+A}{1+A}=1 .
\end{equation}
For $U=+0.4$~eV the neutral share is accordingly 99.956 percent. For $U=0$ it is 50 percent, because two of the four equally weighted microstates are neutral.

\paragraph{Temperature.} For fixed negative $U$, $f_0$ tends to zero as $T\to0$ and to one half when $kT\gg|U|$. At 400~K it is 0.30 percent, about seven times the value at 300~K. This comparison assumes that $U$ does not itself change with temperature.

\paragraph{Imposed net charge.} Writing or erasing a memory cell can give the defects a mean charge $q$. If they still equilibrate among themselves, and the variation of the electrostatic potential caused by the net charge is neglected, $f_++f_-=1-f_0$ and $f_+-f_-=q$, so
\begin{equation}
f_+f_-=\frac{(1-f_0)^2-q^2}{4},\qquad
f_0^2=e^{U/kT}\left[(1-f_0)^2-q^2\right].
\end{equation}
When $f_0\ll1-|q|$, this reduces to $f_0\approx e^{U/2kT}\sqrt{1-q^2}$. For a flat potential, net charge lowers the neutral share only modestly until nearly all defects have the same charge. The potential is not flat in a charged layer: at $10^{19}$~cm$^{-3}$, a relative permittivity of 7.5 and $|q|=0.9$, it varies by about $10\,kT$ across 5~nm if the field vanishes at one face. The charge is then unevenly spread, and since $\sqrt{1-q^2}$ is concave, the mean neutral share is lower than this formula gives.

\paragraph{Equilibrium and independence.} The result requires electrons to move between defects, or between defects and a reservoir, and the atoms to relax, within the time of observation. If barriers prevent this, neutral defects created by carrier capture or illumination can persist, and their number depends on history rather than on Eq.~\eqref{eq:result}. The result also omits the Coulomb interaction between charged defects. At $10^{19}$~cm$^{-3}$ the mean distance to the nearest neighbour is about 2.6~nm for randomly placed defects. With a relative permittivity of 7.5, the interaction energy at that distance is about 0.07~eV, nearly three times $kT$ at 300~K, so it cannot be neglected at this density. Its direction follows from part (b): for any given charges on the other defects, their potential only shifts $\varepsilon$ of the chosen defect, and no such shift can raise the neutral share above Eq.~\eqref{eq:result}. With this interaction included, Eq.~\eqref{eq:result} is therefore an upper bound for defects that exchange electrons with a reservoir. The argument changes the charge of one defect while the others stay fixed, so it does not cover a small closed set, where $f_0\ge1/N$ for odd $N$ as shown in part (c). The main computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
correlation energy U = -0.4 eV
temperature T = 300 K
thermal energy kT = 0.025852 eV
exponent U/(2kT) = -7.7363
exp(U/(2kT)) = 4.3666e-04
exp(-U/(2kT)) = 2290.1
balance Fermi level minus level = -0.2000 eV
neutral share, formula = 4.3647e-04
neutral share, Fock space = 4.3647e-04
neutral share in percent = 0.0436 %
D+ share = 49.978 %
D- share = 49.978 %
mass-action ratio f0^2/(f+ f-) = 7.6270e-07
chosen defect density = 1.0e+19 cm^-3
neutral defect density = 4.365e+15 cm^-3
closed set: number of defects = 200000
closed set: neutral share = 4.3647e-04
lattice model: bare repulsion = 0.6 eV
lattice model: relaxation energy W = 0.5 eV
lattice model: relaxed U = -0.4000 eV
lattice model: neutral share = 4.3647e-04
neutral share at U = 0 = 50.000 %
neutral share at U = +0.4 eV = 99.956 %
neutral share at 400 K, U = -0.4 eV = 0.301 %
Fermi level shift from balance = 0.1 eV
neutral share after shift = 0.00182 %
D- share after shift = 99.955 %
Gaussian level spread (std. dev.) = 0.1 eV
neutral share with spread = 0.01316 %
mistake, spin weight left out = 0.0218 %
mistake, exp(U/kT) as share = 1.907e-05 %
\end{verbatim}
